Solute trapping when front velocity equals diffusive velocity

**Problem**

A silicon contact region doped with gallium has been melted by a nanosecond laser pulse and is freezing again. The flat solid front moves into the melt at v = 1 m/s. Let c_S and c_L be the gallium concentrations in the solid and in the liquid, both taken at the front. Their ratio is the effective partition coefficient,

k = c_S/c_L.

For a front at rest in equilibrium, k has the value k_e = 0.01. Atoms cross the interface, of thickness λ = 0.25 nm and interface diffusivity D_i, with the diffusive velocity

v_D = D_i/λ = 1 m/s.

Use the continuous growth model of Aziz in its dilute form. Represent it by the following site picture, which gives the same partition law as the flux balance on which the model is built: a newly frozen site can exchange solute with the liquid until it is buried by further growth, and burial strikes the exposed sites at random, at the constant rate v/λ per site. Solid and liquid have the same atomic density, and k_e and v_D are the values at the temperature of the front.

Find k, and find c_S when c_L = 4×10²⁰ cm⁻³. Then judge how far the result can be relied on.

**A tempting solution**

A site freezes with whatever the liquid held, so it starts at concentration c = c_L. While exposed, it loses solute at the rate v_D/λ per solute atom and regains it from the liquid. The return must balance the loss when c = k_e c_L, because that is the equilibrium state of a resting front. Hence

dc/dt = −(v_D/λ)(c − k_e c_L).

The liquid concentration is held fixed, so the difference c − k_e c_L decays exponentially from its starting value (1 − k_e)c_L:

c(t)/c_L = k_e + (1 − k_e) exp(−v_D t/λ).

The mean time before burial is λ/v = 0.25 ns. Inserting t = λ/v gives

k = k_e + (1 − k_e) exp(−v_D/v) = 0.01 + 0.99 e⁻¹ = 0.374.

**Where it fails**

The relaxation equation is right, and so is the mean burial time. The fault is the last step, which gives every site the same age at burial. In the stated model the ages are random. What enters the solid is the average of c(t) over those ages, and the average of an exponential is not the exponential of the average.

The value 0.374 does answer another question: it is the result for layer-by-layer growth in which each site is exposed for the same time λ/v. It is not the result of the continuous growth model.

**The right average**

With a constant burial rate v/λ, the probability that a site is still exposed after time t is exp(−vt/λ). The probability density of the burial time is therefore

p(t) = (v/λ) exp(−vt/λ).

The mean composition of the buried solid is

k = ∫₀^∞ p(t) [k_e + (1 − k_e) exp(−v_D t/λ)] dt.

The first term gives k_e, because p(t) integrates to one. In the second term the two exponents add:

∫₀^∞ (v/λ) exp[−(v + v_D)t/λ] dt = v/(v + v_D).

Write β = v/v_D. Then v/(v + v_D) = β/(1 + β), and

k = k_e + (1 − k_e) β/(1 + β).

Over the common denominator the numerator is k_e + k_e β + β − k_e β, in which the two products cancel. Thus

k = (k_e + β)/(1 + β).

For β = 1 and k_e = 0.01,

k = (0.01 + 1)/(1 + 1) = 0.505.

Integrating the relaxation equation numerically for these inputs, and averaging over random burial times, gives 0.505000.

**The same result from a balance of fluxes**

The exposed layer holds solute at the mean concentration c_S. Burial picks sites without regard to their age or content, so the buried solid has this same mean concentration. Three fluxes change the content of the layer:

- growth brings in v c_L;
- burial carries away v c_S;
- exchange returns the net flux v_D(c_S − k_e c_L) to the liquid.

In a steady state the content does not change, so

v c_L − v c_S = v_D(c_S − k_e c_L).

Collecting c_S on one side and c_L on the other gives

(v + v_D) c_S = (v + k_e v_D) c_L.

Division by v_D c_L gives (1 + β)k = k_e + β, as before. The left side of the balance shows what a moving front requires: since k < 1, growth takes in more solute than the solid keeps, and the excess has to escape by exchange. A net escape needs c_S > k_e c_L, so the solid must hold more than its equilibrium share.

**Slow and fast fronts**

For a slow front, β ≪ 1, expansion to first order gives

k ≈ k_e + (1 − k_e)β.

For a fast front, β ≫ 1, it is simpler to look at the missing part:

1 − k = (1 − k_e)/(1 + β) ≈ (1 − k_e)/β.

The first limit approaches equilibrium and the second approaches complete trapping, k = 1. At β = 1 the formula becomes (1 + k_e)/2, midway between the two. The result is then close to one half for any small k_e.

The tempting formula can be compared over the whole range. Put x = 1/β. The two expressions differ in the factor multiplying 1 − k_e, which is 1/(1 + x) for random burial and e⁻ˣ for equal ages. Since eˣ > 1 + x for x > 0, the equal-age value is the lower one for any front moving at a finite velocity.

For fast fronts both factors approach 1 − x, and the distinction fades. For slow fronts both values of k approach k_e, but their excesses over k_e differ by a growing factor: the equal-age excess falls as exp(−1/β), while the random-burial excess falls in proportion to β. The reason is that random burial catches some sites very early. The fraction buried within one exchange time λ/v_D is 1 − exp(−β) ≈ β, and even the oldest of these sites still holds the fraction e⁻¹ of its initial excess over k_e c_L.

**The concentration in the solid**

With c_L = 4×10²⁰ cm⁻³ at the front,

c_S = 0.505 × 4×10²⁰ cm⁻³ = 2.02×10²⁰ cm⁻³.

A resting front beside the same liquid would give

k_e c_L = 0.01 × 4×10²⁰ cm⁻³ = 4×10¹⁸ cm⁻³.

At fixed c_L, motion raises the solute content of the solid by a factor of 50.5. This counts all gallium in the solid. The model does not say what part of it is electrically active, so c_S must not be read as a carrier concentration. The value is also several times the maximum equilibrium solubility of gallium in silicon, a few 10¹⁹ cm⁻³, so this solid is metastable and later heating can precipitate or deactivate part of the gallium. The flat front is itself an assumption: at higher concentrations it breaks into cells, and the one-dimensional picture no longer applies.

Nor may c_L be replaced by the mean concentration of the melt. Rejected solute piles up ahead of the front. In the frame of the front, with z measured into the liquid, a steady profile obeys

D_L d²c/dz² + v dc/dz = 0,

where D_L is the diffusivity in the liquid. The part that varies with z is proportional to exp(−vz/D_L). With the rough value D_L = 10⁻⁴ cm²/s = 10⁻⁸ m²/s, its length is

D_L/v = (10⁻⁸ m²/s)/(1 m/s) = 10 nm.

Reported diffusivities of gallium in liquid silicon are several times larger than this rough value, and the lengths in the melt scale in proportion.

If the melt is deep enough for this steady state, solute arrives from far away with flux v c_∞ and leaves in the solid with flux v c_S. Conservation then requires c_S = c_∞, whatever the value of k, and the liquid at the front rises to c_L = c_∞/k. The depth needed is of order D_L/(kv), not D_L/v: with the D_L above, the solid reaches 90 % of c_∞ after about 30 nm of growth for k = 0.505, but only after about 400 nm for k near 0.06, so a shallow melt may never reach the steady state. By contrast, the first solid to form from a still uniform melt has k times the melt concentration. The partition coefficient is a condition at the front, and the solute profile also depends on transport in the melt.

**Finite concentration**

The dilute form assumes that a solute atom leaving the solid finds a solvent atom to change places with. To relax this, use atomic fractions x_S and x_L. The outward exchange then acquires a factor 1 − x_L and the return a factor 1 − x_S. Let κ_e be the ratio of the two rate constants, which becomes k_e in the dilute limit. Dividing the flux balance by v_D and by the common atomic density gives

β(x_L − x_S) = x_S(1 − x_L) − κ_e x_L(1 − x_S).

The right side, multiplied out, is x_S[1 − (1 − κ_e)x_L] − κ_e x_L. Moving the terms in x_S to one side yields

x_S[1 + β − (1 − κ_e)x_L] = (κ_e + β)x_L,

and therefore

k = x_S/x_L = (κ_e + β)/[1 + β − (1 − κ_e)x_L].

At x_L = 0.30, with κ_e = 0.01 and β = 1, this formula gives 0.593, far from the dilute 0.505. A random simulation of single swaps and burials for the same inputs gives 0.5935 with a standard error of 0.0013, in agreement with the finite-concentration formula.

In the example, the atomic density, taken from solid silicon at room temperature, is about 5.0×10²² cm⁻³, so x_L = 0.0080. With κ_e kept at 0.01,

k = 1.01/(2 − 0.99 × 0.0080) = 0.507.

The dilute approximation is adequate here.

**How far the number can be trusted**

A front velocity of metres per second and a k_e near 0.01 are rough values for nanosecond laser melting of gallium-doped silicon. The diffusive velocity was set equal to v by the problem and is not a measured property of gallium. Values reported for gallium in silicon are larger, several metres per second or more, so 0.505 probably overstates the trapping in a real contact. With the other inputs unchanged, v_D = 5 m/s gives k = 0.175 and v_D = 20 m/s gives only 0.057. The chosen value of 1 m/s implies D_i = v_D λ = 2.5×10⁻⁶ cm²/s, well below the assumed liquid diffusivity and well above the 10⁻¹¹ cm²/s assumed for the hot solid. In a real process the front velocity also changes during freezing. The exposed layer adjusts within about λ/(v + v_D) = 0.125 ns, so if v and c_L both change little in that time, the formula remains a good approximation with the current velocity, and k then varies with depth in the solid. Since k depends on the velocities through β alone, doubling v at fixed v_D has the same effect as halving v_D at fixed v.

That ratio is the most sensitive input among those varied here. With v and k_e fixed, doubling v_D lowers k to 0.340, and halving it raises k to 0.670. The burial law matters almost as much: equal ages instead of random ones give 0.374.

By a rough estimate, undercooling matters less. The problem defines k_e and v_D at the front temperature. Suppose instead that the stated values held at the melting point, taken as 1685 K, and that the front ran 15 K colder, a rough figure for pure silicon at 1 m/s. (Dissolved gallium makes the front colder still at the same velocity, by a further 10 to 17 K in an ideal dilute-solution estimate. That would raise the value found below from 0.512 to about 0.52.) If ln k_e varies as 1/T, as for a purely enthalpic difference, then

k_e → 0.01^(1685/1670) = 0.0096.

With an assumed hopping barrier of 0.5 eV, v_D falls to 0.970 m/s. At fixed v, the two changes together give k = 0.512.

The assumption of equal atomic densities also has a price. Liquid silicon is roughly 10 % denser than the solid, so for the same ratio of atomic fractions the ratio c_S/c_L would be roughly 10 % lower.

Diffusion after burial can be checked separately. For 100 ns in the hot solid, the diffusion length is

√(2 × 10⁻¹¹ cm²/s × 10⁻⁷ s) = 1.4×10⁻⁹ cm = 0.014 nm,

much less than the interface thickness. The diffusivity near the melting point may be as high as 10⁻¹⁰ cm²/s, which gives 0.045 nm, still below λ. On these assumptions the solid keeps the composition with which it was buried.

The value 0.505 thus follows from the stated model and inputs. As a prediction for a real contact it is no better than the knowledge of v/v_D, and of the way sites are buried. The value of k_e matters little at β = 1, where doubling it gives 0.510, and becomes important only when β is not much larger than k_e.

Calculated quantities

```
INPUTS (rough typical values)
equilibrium partition coefficient k_e = 0.010
front velocity v = 1.00 m/s
diffusive velocity v_D = 1.00 m/s
interface thickness = 0.25 nm
solute in liquid at front c_L = 4.00e+20 cm^-3
liquid diffusivity = 1.0e-04 cm2/s
solid diffusivity = 1.0e-11 cm2/s
hot time after burial = 100 ns
melting temperature = 1685 K
undercooling per velocity = 15 K per m/s
interface hopping barrier = 0.50 eV
RESULTS
velocity ratio beta = 1.000
k, continuous growth formula = 0.5050
k, integrated site history = 0.505000
trapping gain k/k_e = 50.5
solute in solid c_S = 2.020e+20 cm^-3
solid at equilibrium k_e*c_L = 4.00e+18 cm^-3
interface diffusivity = 2.50e-06 cm2/s
exchange time lambda/v_D = 0.250 ns
mean burial time lambda/v = 0.250 ns
FINITE-CONCENTRATION TEST (k_e = 0.01, beta = 1)
liquid solute fraction in test = 0.30
k, random simulation = 0.5935
standard error of simulation = 0.0013
k, finite formula = 0.5931
NEGLECTED OR UNCERTAIN EFFECTS
silicon atomic density = 4.994e+22 cm^-3
liquid solute fraction x_L = 0.00801
k with finite concentration = 0.5070
k with layer-by-layer burial = 0.3742
k if v_D is doubled = 0.3400
k if v_D is halved = 0.6700
front temperature = 1670 K
undercooled k_e = 0.00959
undercooled v_D = 0.9695 m/s
k, undercooling in k_e only = 0.5048
k, undercooling in v_D only = 0.5127
k, undercooling in both = 0.5125
diffusion length in solid = 0.0141 nm
pile-up length in melt D_L/v = 10.0 nm
```
